\section*{Why Linear-Response U Becomes Large and Unstable in Closed d10 Shells}

\section{What symmetry fixes}

Let a weak field $\alpha$ act on a filled shell through a projector $P=|\varphi\rangle\langle\varphi|$, and let the same projector count the electrons. In a full shell the field can change the count only by mixing the occupied orbital $a$ with an empty orbital $b$. The field produces this mixing through the matrix element $P_{ab}$, and the count registers it through $P_{ab}$ again. The sign of $b$ is arbitrary, and reversing it reverses $P_{ab}$, so a response cannot be linear in $P_{ab}$ alone. To first order in the field, the response of the count therefore has the form
\begin{equation}
\frac{dn}{d\alpha}=-\frac{P_{ab}^2}{A},
\end{equation}
where $A$ must be an energy, since $n$ and $P_{ab}$ are pure numbers and $\alpha$ is an energy.

Linear-response theory compares two such responses: $\chi_0$, with the Hartree and exchange-correlation potential frozen, and $\chi$, with that potential self-consistent. If their energies are $A_0$ and $A$, then
\begin{equation}
U_{\rm LR}=\frac1{\chi_0}-\frac1{\chi}=\frac{A-A_0}{P_{ab}^2}.
\label{form}
\end{equation}
For a closed shell, such as d$^{10}$, counted by a projector close to the filled orbital, the denominator is small. This does not yet make $U_{\rm LR}$ large, because the numerator may be small in the same proportion. Whether it is depends on what the interaction responds to. Small responses by themselves make $U_{\rm LR}$ unstable; a large value needs a further cause, which a two-level model isolates.

\section{The model and its frozen response}

Let $N$ electrons occupy different spin and angular channels of one shell, all with the same real orbital shape $a$. One empty shape $b$ lies higher by $\Delta>0$. The field adds $\alpha P$ to the Hamiltonian of every channel, so a positive $\alpha$ repels electrons from $\varphi$ and both responses are negative. The treatment is mean-field and of first order in $\alpha$.

The counted filling per channel is $\nu=n/N=\langle a|\varphi\rangle^2$. If $\varphi$ lies in the space of $a$ and $b$, normalization gives $\langle b|\varphi\rangle^2=1-\nu$. With the sign of $b$ chosen to make $P_{ab}$ positive,
\begin{equation}
P_{ab}=\langle a|\varphi\rangle\langle\varphi|b\rangle=\sqrt{q},
\qquad q=\nu(1-\nu).
\label{q}
\end{equation}
A count close to full thus forces a small coupling: the filling and the sensitivity of the count are not independent.

Let a perturbation $\delta h$ change the occupied orbital to $\psi=a+cb$, with $c$ of first order. Take the energy of $a$ as zero. The part of the eigenvalue equation along $b$ is, to first order,
\begin{equation}
\Delta c+\delta h_{ab}=0,
\qquad\text{so}\qquad c=-\frac{\delta h_{ab}}{\Delta}.
\label{mix}
\end{equation}
The norm of $\psi$ changes only at order $c^2$, so the count changes by
\begin{equation}
\delta n=N\left(\langle\psi|P|\psi\rangle-\langle a|P|a\rangle\right)=2Nc\sqrt q .
\label{dn}
\end{equation}
The factor 2 comes from the two equal cross terms. With the interaction potential frozen, $\delta h_{ab}=\alpha\sqrt q$, and therefore
\begin{equation}
\chi_0=\frac{\delta n}{\alpha}=-\frac{2Nq}{\Delta}.
\label{chi0}
\end{equation}

\section{Screening that the count does not see}

The electron density can change in ways that $n$ hardly registers. In an isolated ion, a spherical field on the d shell mixes 3d with empty orbitals of the same angular character, which expands or contracts the shell. Let a second density coordinate $m$, with operator $\hat m$ and matrix element $M=m_{ab}$, describe such relaxation. By the same reasoning as for $n$, its change is $\delta m=2NcM$.

Expand the interaction energy about the ground state. Its linear terms already belong to the unperturbed Hamiltonian, and the quadratic terms are
\begin{equation}
\delta E_{\rm int}=\tfrac12U\,\delta n^2+X\,\delta n\,\delta m+\tfrac12W\,\delta m^2 .
\label{energy}
\end{equation}
Here $U$ is the curvature in the counted occupation, $W$ the curvature in the relaxation coordinate, and $X$ their coupling. Differentiating with respect to $n$ and $m$ gives the potentials that multiply $P$ and $\hat m$. The total coupling between $a$ and $b$ becomes
\begin{align}
\delta h_{ab}
&=\alpha\sqrt q+(U\delta n+X\delta m)\sqrt q+(X\delta n+W\delta m)M\nonumber\\
&=\alpha\sqrt q+2Nc\left(Uq+2X\sqrt q\,M+WM^2\right)\nonumber\\
&=\alpha\sqrt q+2NcK,
\label{coupling}
\end{align}
with $K=Uq+2X\sqrt q\,M+WM^2$. Inserting this in \eqref{mix} gives $\Delta c=-\alpha\sqrt q-2NcK$. Collecting the terms in $c$ and using \eqref{dn},
\begin{equation}
c=-\frac{\alpha\sqrt q}{\Delta+2NK},
\qquad
\chi=-\frac{2Nq}{\Delta+2NK}.
\label{chi}
\end{equation}
The ground state is stable against this mixing if $\Delta+2NK>0$. The difference of the inverses is
\begin{align}
U_{\rm LR}
&=-\frac{\Delta}{2Nq}+\frac{\Delta+2NK}{2Nq}
=\frac Kq\nonumber\\
&=U+\frac{2XM}{\sqrt q}+\frac{WM^2}{q}.
\label{main}
\end{align}

If the interaction acts through the counted occupation alone, $W=X=0$ and $U_{\rm LR}=U$, however small $q$ is. The ratio $\chi_0/\chi=1+2NUq/\Delta$ then tends to one, and the two large inverses nearly cancel, leaving $U$. If $W$ and $M$ stay finite as $q\to0$, the ratio tends to $1+2NWM^2/\Delta$ instead. The two inverses then differ by a fixed fraction of a diverging quantity, and $U_{\rm LR}$ grows as $1/q$. If $M$ shrank in proportion to $\sqrt q$, there would be no divergence.

The energy gives the same result a direct meaning. Inserting $\delta n$ and $\delta m$ in \eqref{energy} yields
\begin{equation}
\delta E_{\rm int}=\tfrac12K(2Nc)^2=\tfrac12\frac Kq\,\delta n^2,
\end{equation}
because $2Nc=\delta n/\sqrt q$. To change the count of a nearly full shell by a given amount, the field must distort the orbitals strongly. $U_{\rm LR}$ charges the whole interaction cost of that distortion to the small change in the count. It is a curvature along the path the field enforces, and this path is not the removal of a d electron. The identity is exact for one empty level. With several, the interaction also changes which empty levels are mixed in, and $U_{\rm LR}$ includes the extra orbital energy of that change; in the one-dimensional model below, $2\,\delta E_{\rm int}/\delta n^2$ lies about 5\% below $U_{\rm LR}$.

The result need not be positive. A negative $K$, which an attractive exchange-correlation contribution could produce, gives a negative $U_{\rm LR}$, magnified by the same factor $1/q$.

\section{Numbers for a nearly full shell}

Take $N=10$, $\Delta=10$ eV, $U=8$ eV, $W=0.5$ eV, $M=1$ and $X=0$. These are round model parameters, not values for a particular ion. At $\nu=0.99$,
\begin{align}
q&=0.99\times0.01=0.0099,\nonumber\\
K&=8\times0.0099+0.5=0.5792\ \text{eV},\nonumber\\
\chi_0&=-\frac{20\times0.0099}{10}=-0.0198\ \text{eV}^{-1},\nonumber\\
\chi&=-\frac{20\times0.0099}{10+20\times0.5792}=-0.00917\ \text{eV}^{-1}.
\end{align}
The inverses are $-50.5$ and $-109.0$ eV, so $U_{\rm LR}=58.5$ eV. Of this, 8 eV is the curvature $U$, and $0.5/0.0099=50.5$ eV comes from the relaxation. With $W=0$ the self-consistent response is $-0.0171$ eV$^{-1}$, its inverse is $-58.5$ eV, and the difference returns 8 eV. That 50.5 and 58.5 each appear twice is an accident of the parameters, for which $WM^2=\Delta/(2N)$.

A coupling $X=0.3$ eV, with $W=0.5$ eV retained, adds $2\times0.3/\sqrt{0.0099}=6.0$ eV and raises $U_{\rm LR}$ to 64.5 eV.

\section{How errors propagate}

Differentiating $1/\chi_0-1/\chi$ gives, for small errors,
\begin{equation}
\delta U_{\rm LR}=-\frac{\delta\chi_0}{\chi_0^2}+\frac{\delta\chi}{\chi^2}.
\label{error}
\end{equation}
Suppose each response is read as $[n(\alpha)-n(-\alpha)]/(2\alpha)$ and each occupation carries an independent error of standard deviation $\sigma_n$. The variance of the difference is $2\sigma_n^2$, so
\begin{equation}
\sigma_\chi=\frac{\sqrt2\,\sigma_n}{2\alpha}=\frac{\sigma_n}{\sqrt2\,\alpha},
\qquad
\sigma_U=\sigma_\chi\sqrt{\frac1{\chi_0^4}+\frac1{\chi^4}} .
\label{sigma}
\end{equation}
Both responses are proportional to $q$ as $q\to0$, so $\sigma_U$ grows as $1/q^2$. This holds with or without the $W$ term. The relative error $\sigma_U/U_{\rm LR}$ grows as $1/q$ when $W$ dominates and as $1/q^2$ when $W=X=0$.

For $\sigma_n=10^{-4}$ electrons and $\alpha=0.1$ eV, $\sigma_\chi=7.07\times10^{-4}$ eV$^{-1}$. In the main case,
\begin{equation}
\sigma_U=7.07\times10^{-4}\sqrt{50.5^4+109.0^4}\ \text{eV}=8.6\ \text{eV}.
\end{equation}
An error of one ten-thousandth of an electron has become 15\% of $U_{\rm LR}$. With $W=0$ the same noise gives 3.0 eV on a value of 8 eV, which is unstable without being large. The dependence on filling is as follows, with energies in eV:

\begin{center}
\begin{tabular}{ccccc}
\hline
 & \multicolumn{2}{c}{$W=0.5$} & \multicolumn{2}{c}{$W=0$}\\
$\nu$ & $U_{\rm LR}$ & $\sigma_U$ & $U_{\rm LR}$ & $\sigma_U$\\
\hline
0.5 & 10.0 & 0.10 & 8.0 & 0.07\\
0.9 & 13.6 & 0.26 & 8.0 & 0.13\\
0.99 & 58.5 & 8.6 & 8.0 & 3.0\\
0.999 & 508.5 & 741 & 8.0 & 255\\
\hline
\end{tabular}
\end{center}

The row $\nu=0.5$ describes a projector that overlaps $a$ and $b$ equally, not an open-shell ion. In the last row $\sigma_U$ is too large for \eqref{error} to describe the spread; it shows that the reading carries almost no information.

The breakdown begins earlier. Since both responses are negative, $U_{\rm LR}=1/|\chi|-1/|\chi_0|$. The first term dominates the error here, and it is convex in $|\chi|$: reading $|\chi|$ too small raises $U_{\rm LR}$ by more than an equal error in the other direction lowers it. Random Gaussian errors added to the four occupations at $\nu=0.99$, in 400\,000 draws, give a median of 58.5 eV and a central 90\% range from 46 to 75 eV for $\sigma_n=10^{-4}$. For $\sigma_n=3\times10^{-4}$ the range is about 26 to 125 eV. Under Gaussian noise $1/\chi$ has no finite mean, because the probability density at $\chi=0$ is not zero and the integral of $1/|\chi|$ diverges there. This matters in practice only when $\sigma_\chi$ is comparable with $|\chi|$. For $\sigma_n=10^{-4}$, zero lies about 13 standard deviations from $\chi$ at $\nu=0.99$ but only about 1.4 at $\nu=0.999$. In the latter case readings near zero dominate an average of $U_{\rm LR}$ values, and the responses must be averaged, or the occupations converged further, before they are inverted.

A larger field reduces $\sigma_\chi$, but $\alpha$ must remain small enough for the response to be linear. Neither a larger field nor tighter convergence removes the term $WM^2/q$, which belongs to the noise-free answer.

\section{Many empty levels and a change of projector}

A real shell has many empty orbitals $b$. Let $D$ be the diagonal matrix of their gaps, $p_b=\langle a|\varphi\rangle\langle\varphi|b\rangle$ the couplings, and $c_b$ the mixing amplitudes. The density changes by $2N\sum_b c_b\,a\,b$. A repulsion $f$ turns this into a potential whose matrix elements between $a$ and $b$ are $2N\sum_{b'}K_{bb'}c_{b'}$, with
\begin{equation}
K_{bb'}=\iint a(x)b(x)\,f(x-x')\,a(x')b'(x')\,dx\,dx'.
\end{equation}
Equation \eqref{mix} becomes $Dc=-\alpha p-2NKc$, and $\delta n=2N\,p^{T}c$. Hence
\begin{equation}
\chi=-2N\,p^{T}(D+2NK)^{-1}p,
\qquad
\chi_0=-2N\,p^{T}D^{-1}p .
\end{equation}
The matrix $K$ contains the orbitals and the repulsion but not the projector. If $p$ shrinks by a factor $\lambda$ at fixed direction, both responses shrink by $\lambda^2$ and $U_{\rm LR}$ grows by $1/\lambda^2$. This is why the relaxation term is to be expected: the Coulomb interaction responds to the density, not to the chosen count.

A one-dimensional shell shows the effect. Ten electrons share the ground orbital $e^{-x^2/2}$ of the potential $x^2/2$, in Hartree atomic units. Changes of density interact through $f(x)=1/\sqrt{x^2+1}$, while the mean field of the unperturbed density is taken as part of the potential. The projector is a Gaussian $e^{-x^2/(2w^2)}$, wider than the orbital by the factor $w$. The two responses follow from diagonalization on a grid with fields of $\pm0.01$ hartree, iterated to self-consistency for $\chi$:

\begin{center}
\begin{tabular}{cccc}
\hline
$w$ & $\nu$ & $\chi_0/\chi$ & $U_{\rm LR}$ (eV)\\
\hline
1.20 & 0.9836 & 1.36 & 62\\
1.10 & 0.9955 & 1.38 & 231\\
1.05 & 0.9988 & 1.39 & 897\\
\hline
\end{tabular}
\end{center}

The electrons and their interaction are the same in all three rows. The direct Coulomb average of the occupied orbital, $\iint a^2(x)f(x-x')a^2(x')\,dx\,dx'$, is 21.5 eV throughout. The screening ratio hardly moves, yet halving the mismatch $w-1$ multiplies $U_{\rm LR}$ by nearly four, because $p$ is proportional to $w-1$ for small mismatch. At $w=1$ both responses vanish and $U_{\rm LR}$ is undefined. Along this family of projectors, one that describes the filled orbital better thus gives a less usable result.

\section{What this means for a closed shell}

The mechanism requires a nearly full count, a gap to the empty levels, and a relaxation that screens the field while remaining largely uncounted. The gap makes a small mixing with empty levels the only response; in the two-level model its size cancels from \eqref{main} and affects only the size of the two responses, and hence the error \eqref{sigma}. A closed d$^{10}$ shell in an isolated ion or an insulator can offer all three; in a metal there is no gap, and electrons at the Fermi level respond as well. The models do not predict a value for a real ion: in a solid, ligand mixing, responses on other sites and the exchange-correlation kernel all enter, and the numbers above include none of them.

A large $U$ on a full shell is not harmless. For equal diagonal occupations, the correction energy $E_U=\tfrac12U\sum_i\nu_i(1-\nu_i)=\tfrac12NUq$ vanishes at full filling if $U$ is fixed, and is 0.40 eV for $U=8$ eV at $\nu=0.99$. With the linear-response value, evaluated on the unrelaxed orbital, it equals $\tfrac12NK$, which is 2.9 eV at $\nu=0.99$ and tends to $\tfrac12NWM^2=2.5$ eV as the shell fills. A correction this strong turns the orbital toward $\varphi$: minimizing the two-level energy with it included raises the count from 0.99 to 0.998, lowers $E_U$ to 0.5 eV and leaves a total energy rise of 1.2 eV, which tends to zero as the shell fills. The lasting harm is in the position of the level. The potential it places on the projector is
\begin{equation}
\frac{\partial E_U}{\partial\nu_i}=U\left(\tfrac12-\nu_i\right).
\end{equation}
At $\nu_i=0.99$ this is $-3.9$ eV for $U=8$ eV and $-28.7$ eV for the linear-response value of 58.5 eV. Relaxation does not remove this shift: in the two-level model the relaxed level lies 28.3 eV lower. The filled level would be pushed down by a quantity that mostly measures orbital relaxation divided by the small squared coupling $q$.

Two observations separate the causes in a calculation. If repeated runs with tighter convergence scatter less about a value that stays large, noise is not the cause of its size. If that value then changes strongly with a slight change of projector, it is not a property of the shell alone and should not be used as its Hubbard parameter.
